# Inferring a sidewall loss probability from radical depletion in a deep hole

**Question**

I am stuck on an exercise about radical transport in a plasma-etched hole. The hole is a straight cylinder with aspect ratio 20. Radicals enter from the plasma, bounce between the walls without meeting each other, and have a small chance of being lost at each sidewall impact. The floor is nonreactive. The radical density at the floor is half the density at the mouth, and I am asked for the sidewall loss probability $s$ from the Knudsen diffusion-loss model.

I have two answers that disagree by a factor of four. If I let the density decay as an exponential with depth and set it to one half at the floor, I get $s=0.0004$. If I instead assume that the density is close to its floor value everywhere when I add up the wall losses, I get $s=0.0017$. Which is right, if either? I was also given no gas temperature and no radical mass. Don't I need them for the diffusion coefficient? And how far should I trust the result for a real hole?

**Answer**

Neither is right. The exponential violates the condition at the floor, and the second estimate uses too low a density for the wall losses. The temperature and mass are not needed as long as the gas and the walls share one temperature, because the mean speed then cancels. It is worth deriving the diffusion coefficient first, since its factor of 1/3 goes straight into $s$.

**The diffusion coefficient**

Let the hole have diameter $d$, depth $L$ and aspect ratio $A=L/d$. Assume that molecules leave the wall with a cosine distribution, independent of how they arrived, and with thermal speeds at the temperature of the entering gas. Describe a flight by its angle $\alpha$ to the hole axis and its azimuth $\beta$ about that axis, measured from the inward wall normal. The velocity component along the normal is proportional to $\sin\alpha\cos\beta$, and the solid angle is $\sin\alpha\,d\alpha\,d\beta$. The normalized weight is therefore

$$
\frac{1}{\pi}\sin^2\alpha\cos\beta\,d\alpha\,d\beta,
\qquad 0<\alpha<\pi,\quad -\frac{\pi}{2}<\beta<\frac{\pi}{2}.
$$

Seen along the axis, the flight is a chord of a circle, of length $d\cos\beta$. Its full length $\ell$ and its axial advance $x$ are thus

$$
\ell=\frac{d\cos\beta}{\sin\alpha},\qquad x=d\cos\beta\cot\alpha .
$$

The averages separate into elementary integrals:

$$
\langle \ell\rangle=\frac d\pi\int_0^\pi\sin\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta
=\frac d\pi\,(2)\left(\frac\pi2\right)=d,
$$

$$
\langle x^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\cos^3\beta\,d\beta
=\frac{d^2}{\pi}\left(\frac\pi2\right)\left(\frac43\right)=\frac{2d^2}{3}.
$$

For the flight time we need the mean of $1/(\text{speed})$ over molecules leaving the wall. Their speed distribution is that of the gas multiplied by the speed, because fast molecules hit and leave the wall more often. That extra factor cancels the $1/(\text{speed})$ in the average, which leaves $1/v$, where $v$ is the mean thermal speed of the gas. The mean flight time is $\tau=d/v$.

After $N$ independent steps of zero mean, the mean-square displacement is $N\langle x^2\rangle$ and the elapsed time is about $N\tau$. Equating the displacement to $2DN\tau$ gives

$$
D=\frac{\langle x^2\rangle}{2\tau}=\frac{2d^2/3}{2d/v}=\frac{dv}{3}.
$$

This is the Knudsen diffusivity of a long tube.

**Balance on a slice**

Let $z$ run from the mouth, $z=0$, to the floor, $z=L$. The axial flux is $-D\,dn/dz$. For a nearly isotropic gas, the impact rate per unit wall area is $nv/4$, and a fraction $s\ll1$ of the impacts removes the radical. In steady state, the net diffusive supply to a slice equals its sidewall loss:

$$
D\,\frac{\pi d^2}{4}\,\frac{d^2n}{dz^2}=\pi d\,s\,\frac{v}{4}\,n .
$$

Dividing by $\pi d/4$ gives $Dd\,n''=svn$. Inserting $D=dv/3$ then gives

$$
\frac{d^2n}{dz^2}=\frac{3s}{d^2}\,n\equiv\kappa^2n,
\qquad \kappa=\frac{\sqrt{3s}}{d}.
$$

The speed has dropped out. A faster radical diffuses faster, but it also hits the wall more often by the same factor.

**The floor condition and the answer**

Write the general solution about the floor:

$$
n(z)=a\cosh[\kappa(L-z)]+b\sinh[\kappa(L-z)].
$$

Its slope at the floor is $n'(L)=-\kappa b$. A nonreactive floor takes no net flux, so $b=0$. Fixing the amplitude with the mouth density gives

$$
\frac{n(z)}{n(0)}=\frac{\cosh[\varphi(1-z/L)]}{\cosh\varphi},
\qquad \varphi=\kappa L=A\sqrt{3s}.
$$

At the floor the numerator is 1, so the measured ratio $R=n(0)/n(L)$ equals $\cosh\varphi$. For $R=2$, set $u=e^\varphi$. Then $u+1/u=4$, or $u^2-4u+1=0$, whose root above 1 is $u=2+\sqrt3$. Hence

$$
\varphi=\ln(2+\sqrt3)=1.317,
\qquad
s=\frac{\varphi^2}{3A^2}=\frac{(1.317)^2}{3(20)^2}=0.00145 .
$$

The density relative to the mouth is 0.764, 0.612 and 0.527 at one quarter, one half and three quarters of the depth, and 0.500 at the floor. The profile flattens towards the floor because less and less flux is needed to feed the sidewall that remains below.

**What went wrong in the two attempts**

Your exponential sets $e^{-\varphi}=1/2$, so $\varphi=\ln2=0.693$ and $s=0.693^2/1200=0.0004$. But an exponential still has a slope at $z=L$, so it sends a flux into the floor. With this $s$ and a closed floor, the ratio would be $\cosh(\ln2)=(2+\tfrac12)/2=1.25$, and the floor density would be 0.8 of the mouth density.

Your second attempt replaces $n$ on the right of the balance by $n(L)$. Integrating twice from the floor, with zero slope there, gives

$$
\frac{n(0)}{n(L)}=1+\frac{\varphi^2}{2}.
$$

Setting this to 2 gives $\varphi^2=2$ and $s=2/1200=0.00167$, about 15% above the solution of the full equation. The floor density is the lowest in the hole, so the estimate undercounts the losses and needs a larger $s$ to compensate.

The two limits of $\cosh\varphi$ show where each idea belongs. For $\varphi\ll1$, the depletion is $R-1\simeq\varphi^2/2=3A^2s/2$, and your second method works. For $\varphi\gg1$, the floor density is $n(L)/n(0)\simeq2e^{-\varphi}$. Even there, the closed floor doubles the value that the plain exponential gives. Halving lies between the limits.

**How errors in the data enter**

Since $s\propto(\operatorname{arccosh}R)^2/A^2$ and the derivative of $\operatorname{arccosh}R$ is $1/\sqrt{R^2-1}$,

$$
\left(\frac{\partial\ln s}{\partial\ln R}\right)_A
=\frac{2R}{\varphi\sqrt{R^2-1}}
=\frac{4}{1.317\times1.732}=1.75 .
$$

A 1% error in the density ratio therefore gives about 1.75% in $s$. With $A=20$ held fixed, a floor density of 0.45 instead of 0.50 gives $s=0.00172$, and 0.55 gives 0.00121. At fixed $R$, a small relative error in the aspect ratio enters doubled.

**If the floor does react**

Let the floor have its own small loss probability $s_f$. The flux arriving there must equal the loss:

$$
-D\,n'(L)=s_f\frac v4\,n(L)
\quad\Longrightarrow\quad
n'(L)=-\frac{3s_f}{4d}\,n(L).
$$

In the general solution $a=n(L)$ and $n'(L)=-\kappa b$, so $b/a=3s_f/(4\kappa d)$. Because $\kappa d=\varphi/A$, this is $3As_f/(4\varphi)$. Halving now requires

$$
\cosh\varphi+\frac{3As_f}{4}\,\frac{\sinh\varphi}{\varphi}=2 .
$$

Part of the depletion is now due to the floor, so the inferred sidewall loss falls. With the aspect ratio and the halving held fixed, the roots are:

- $s=0.00141$ if the floor has the same loss probability as the sidewall;
- $s=0.00120$ if $s_f=0.01$;
- $s=0.00074$ if $s_f=0.03$.

As $\varphi\to0$, $\sinh\varphi/\varphi\to1$ and the condition becomes $1+3As_f/4=2$. In the diffusion model, a floor with $s_f=4/(3A)=0.067$ would thus halve the density with no sidewall loss at all. The density ratio by itself cannot tell a lossy wall from a lossy floor, so the word "nonreactive" in your exercise is essential.

**Is diffusion good enough at aspect ratio 20?**

A hole 20 diameters deep is long, but not infinitely long. One can drop the diffusion approximation and follow the free flights. Let $P(X)$ be the probability that a flight from the wall advances more than $X$ along the axis in a given direction. It is the integral of the cosine weight above over the angles with $d\cos\beta\cot\alpha>X$. The probability density of a step is then $K(X)=-dP/dX$.

For simplicity, treat the nonreactive floor as a mirror. A floor that scatters diffusely, like the walls, gives a somewhat smaller correction than the one found below. With the mirror, the hole behaves like a tube of length $2L$, open to the same gas at both ends. Let $\Gamma(z)$ be the wall impact rate divided by its value in the gas far above the hole. It obeys

$$
\Gamma(z)=P(z)+P(2L-z)+(1-s)\int_0^{2L}K(|z-z'|)\,\Gamma(z')\,dz' .
$$

The first two terms are the arrivals from the open ends. They have this form because, for $s=0$, the gas must be uniform with $\Gamma=1$, and the integral of $K$ over the tube falls short of 1 by $P(z)+P(2L-z)$. I solved the equation numerically with wall rings of height $d/40$. The density on the axis then follows by averaging over all directions of sight: a direction that ends on the wall contributes $(1-s)\Gamma$, and one that leaves through an opening contributes 1.

With $s=0.001445$, the floor density comes out as 0.480 of the mouth density, not 0.500. To obtain one half, the loss probability must be lowered to $s=0.00135$, which is 6.7% below the diffusion result. For a hole of aspect ratio 60 with the same halving, the difference is about 3% (2.9% with rings of height $d/20$, 3.0% in the limit of thin rings), so it shrinks in the deeper hole.

This calculation also shows that "mouth" needs a definition. At $s=0.001445$, the density at the centre of the opening is 0.968 of that far above the hole. If your factor of two refers to the gas far above, the free-flight value becomes $s=0.00128$.

**A real hole**

Take fluorine atoms in a dielectric contact hole 100 nm wide and 2000 nm deep, at 20 mTorr, with gas and walls both at 400 K. These values are chosen for illustration. With atomic mass $m=19.0$ u, the mean speed is $v=\sqrt{8k_BT/(\pi m)}=668$ m/s, and

$$
D=\frac{(1.00\times10^{-5}\ \text{cm})(6.68\times10^{4}\ \text{cm/s})}{3}
=0.223\ \text{cm}^2/\text{s}.
$$

For a rough collision cross-section $\sigma=0.4$ nm², the mean free path $k_BT/(\sqrt2\,\sigma p)$ is 3.7 mm. That is about 37,000 hole diameters, so neglecting gas collisions inside the hole is safe. The gas density also keeps up with the moving floor. The diffusion time $L^2/D$ is 0.18 µs, and at a rough etch rate of 300 nm/min the floor moves about $10^{-6}$ nm in that time.

The assumption that etching breaks most directly is the inert floor, since a floor being etched by the radicals consumes them. As shown above, $s_f=0.03$ would cut the inferred $s$ to about half. The exercise is closer to a hole that has reached a layer the radicals do not attack. A real sidewall may also have a loss probability that varies with depth, in which case a single density ratio yields one effective number and not the variation. Finally, the gas in a plasma is often hotter than the wafer. Radicals that cool at the walls slow down, so the same flux corresponds to a higher density, and halving the density then takes a larger $s$.

Two further departures can be sized with the aspect ratio, based on the mouth diameter, and the halving held fixed:

- **Taper.** If the local diameter $w(z)$ varies slowly, the product of diffusivity and cross-section scales as $w^3$ and the wall area as $w$, so the balance becomes $(w^3n')'=3s\,w\,n$. For a diameter that shrinks linearly to 80% at the floor, numerical integration gives $s=0.00132$, 9% below the straight hole.
- **Partly mirror-like walls.** Suppose a fraction $f$ of the reflections is diffuse and the rest specular. In a straight cylinder a specular bounce repeats the same axial advance, so $k$ equal steps follow one another with probability $f(1-f)^{k-1}$. This distribution has $\langle k\rangle=1/f$ and $\langle k^2\rangle=(2-f)/f^2$. For small $s$, $D$ is therefore multiplied by $\langle k^2\rangle/\langle k\rangle=(2-f)/f$. From $Dd\,n''=svn$, the inferred $s$ rises by the same factor. For $f=0.9$ the factor is 1.22 and $s=0.00177$ in the diffusion model. This is the long-tube value: following the free flights at aspect ratio 20, with the mirror floor, the factor is 1.19 and $s$ rises from 0.00135 to 0.00161.

So the answer to the exercise is $s\simeq0.0014$. For a real hole even the second digit is uncertain: free flight alone shifts the value by several percent, and an unnoticed reaction at the floor can shift it far more.
